\section*{Travel Length of an Adatom above a Surfactant Layer}

\section{Definitions and conventions}

An adatom lands on a crystal covered by a surfactant layer. It diffuses on top of that layer until it exchanges places with a surfactant atom and becomes part of the crystal below. The adatom may be a host atom or a dopant. It starts at the origin at $t=0$, and its position in the plane is $\mathbf r=(x,y)$, with $r=|\mathbf r|$.

The diffusion coefficient $D$ is defined by the mean-square displacement of an adatom that stays on top,
\begin{equation}
\langle r^2\rangle=4Dt,\qquad \langle x^2\rangle=\langle y^2\rangle=2Dt .
\end{equation}
The exchange rate $k$ is defined by the probability $k\,dt$ that an adatom now on top exchanges within the next $dt$. It is the same everywhere and does not depend on the past. The surface is unbounded and isotropic, adatoms do not meet, and exchange is irreversible; steps, anisotropy and returns are treated later.

Since $D$ is a length squared per time and $k$ is an inverse time, the two form one length,
\begin{equation}
\lambda=\sqrt{D/k}.
\label{lam}
\end{equation}
Dimensions do not say which distance this is. The result derived below in two ways is that $\lambda$ is the mean absolute displacement along a fixed axis at exchange, $\langle|x|\rangle=\lambda$, and also the decay length of the adatom density away from a line source. The root-mean-square distance in the plane is $2\lambda$.

The motion is classical, so the algebra has the same form in atomic units as in any consistent set. Temperature enters through the energy $k_BT$. Numbers are given in nm, eV and K.

\section{First derivation: diffusion with loss}

\subsection{Time and place of exchange}

Let $S(t)$ be the probability that the adatom is still on top. Then $S(t+dt)=S(t)(1-k\,dt)$, so $dS/dt=-kS$ and, with $S(0)=1$, $S=e^{-kt}$. The density of exchange times is $-dS/dt=ke^{-kt}$, and the mean lifetime on top is
\begin{equation}
\int_0^\infty t\,ke^{-kt}\,dt=\frac1k .
\end{equation}

Let $n(\mathbf r,t)$ be the probability density of finding the adatom on top at $\mathbf r$. Diffusion spreads it and exchange removes it:
\begin{equation}
\frac{\partial n}{\partial t}=D\nabla^2n-kn,\qquad n(\mathbf r,0)=\delta(\mathbf r).
\label{loss}
\end{equation}
Set $n=e^{-kt}g$. The left side becomes $e^{-kt}(\partial_tg-kg)$ and the right side $e^{-kt}(D\nabla^2g-kg)$. The loss terms cancel, leaving $\partial_tg=D\nabla^2g$. The solution that starts as a point is
\begin{equation}
g=\frac{1}{4\pi Dt}\,e^{-r^2/4Dt}.
\end{equation}
Indeed $\partial_tg=(r^2/4Dt^2-1/t)g$, while $\nabla^2g=(r^2/4D^2t^2-1/Dt)g$, which is the same after multiplication by $D$.

The adatom exchanges at $\mathbf r$ during $dt$ with probability density $kn\,dt$. The density of exchange places is therefore
\begin{equation}
P(\mathbf r)=\int_0^\infty k\,n(\mathbf r,t)\,dt .
\end{equation}
Integrate Eq.~(\ref{loss}) over all times. The left side gives $n(\mathbf r,\infty)-n(\mathbf r,0)=-\delta(\mathbf r)$, and the right side gives $(D/k)\nabla^2P-P$. Hence
\begin{equation}
P-\lambda^2\nabla^2P=\delta(\mathbf r).
\label{place}
\end{equation}

\subsection{Displacement along one axis}

Let $p(x)=\int P\,dy$. In the integral of Eq.~(\ref{place}) over $y$, the term $\partial_y^2P$ drops out because $\partial_yP$ vanishes at large $|y|$. This leaves
\begin{equation}
p-\lambda^2p''=\delta(x).
\label{oneaxis}
\end{equation}
Away from the origin $p''=p/\lambda^2$, and the solution that vanishes on both sides is $p=Ae^{-|x|/\lambda}$. Integration of Eq.~(\ref{oneaxis}) across the origin gives $-\lambda^2[p'(0^+)-p'(0^-)]=1$. The slopes are $-A/\lambda$ and $+A/\lambda$, so $2A\lambda=1$ and
\begin{equation}
p(x)=\frac{1}{2\lambda}e^{-|x|/\lambda}.
\end{equation}
The moments follow from $\int_0^\infty xe^{-x/\lambda}dx=\lambda^2$ and $\int_0^\infty x^2e^{-x/\lambda}dx=2\lambda^3$:
\begin{equation}
\langle|x|\rangle=\frac{2}{2\lambda}\lambda^2=\lambda,\qquad
\langle x^2\rangle=\frac{2}{2\lambda}\,2\lambda^3=2\lambda^2 .
\label{moments}
\end{equation}

The same function describes a steady experiment. Let a line at $x=0$ release $J$ adatoms per unit length and time. Their areal density $c$ obeys $0=Dc''-kc+J\delta(x)$, or $c-\lambda^2c''=(J/k)\delta(x)$. Comparison with Eq.~(\ref{oneaxis}) gives $c=(J/k)p=(J/2k\lambda)e^{-|x|/\lambda}$. The decay length is $\lambda$.

\subsection{Distances in the plane}

By isotropy $\langle r^2\rangle=2\langle x^2\rangle=4\lambda^2$, so the root-mean-square distance is $2\lambda$. For the full distribution, insert $n=e^{-kt}g$ into $P$:
\begin{equation}
P(r)=\frac{k}{4\pi D}\int_0^\infty\frac{dt}{t}\,
\exp\!\left(-kt-\frac{r^2}{4Dt}\right).
\end{equation}
Put $z=r/\lambda$ and $kt=(z/2)e^s$. Then $r^2/4Dt=(z/2)e^{-s}$, the exponent is $-z\cosh s$, and $dt/t=ds$. The modified Bessel function $K_0$ is defined by $2K_0(z)=\int_{-\infty}^{\infty}e^{-z\cosh s}ds$, so
\begin{equation}
P(r)=\frac{1}{2\pi\lambda^2}K_0\!\left(\frac r\lambda\right).
\end{equation}

An adatom that exchanges at time $t$ lies beyond $R$ with probability $\int_R^\infty 2\pi r\,g\,dr=e^{-R^2/4Dt}$. Average this over exchange times with the same substitution, now with $z=R/\lambda$ and $k\,dt=(z/2)e^s\,ds$:
\begin{equation}
\mathrm{Prob}(r>R)=\frac z2\int_{-\infty}^{\infty}e^{s}e^{-z\cosh s}\,ds=zK_1(z).
\end{equation}
Here $e^s=\cosh s+\sinh s$, the odd part integrates to zero, and $2K_1(z)=\int_{-\infty}^{\infty}\cosh s\,e^{-z\cosh s}ds$. At $R=\lambda$ the value is 0.602: about three fifths of the adatoms exchange farther from their starting point than $\lambda$.

For the mean distance, a Gaussian at fixed $t$ gives $\int_0^\infty r\,(2\pi r g)\,dr=\sqrt{\pi Dt}$. With $u=kt$,
\begin{equation}
\langle r\rangle=\sqrt{\frac{\pi D}{k}}\int_0^\infty u^{1/2}e^{-u}\,du
=\sqrt\pi\,\lambda\,\frac{\sqrt\pi}{2}=\frac{\pi}{2}\lambda .
\end{equation}

\section{Second derivation: counting hops}

\subsection{Mean-square distance}

Now let the adatom occupy sites of a square lattice with spacing $a$. It hops to each of its four neighbours at rate $\Gamma$ and exchanges at rate $k$. No diffusion equation is used.

The next event is a hop with probability $h=4\Gamma/(4\Gamma+k)$ and an exchange with probability $1-h$. The number $N$ of hops before exchange thus has probability $h^N(1-h)$. Since $\sum_N Nh^N=h/(1-h)^2$,
\begin{equation}
\langle N\rangle=\frac{h}{1-h}=\frac{4\Gamma}{k}.
\end{equation}
The displacement is a sum of $N$ steps of length $a$. Their directions are independent of each other and of $N$, so the cross terms in $r^2$ average to zero and
\begin{equation}
\langle r^2\rangle=a^2\langle N\rangle=\frac{4\Gamma a^2}{k}.
\end{equation}
Without exchange, $4\Gamma t$ hops occur on average in time $t$, so $\langle r^2\rangle=4\Gamma a^2t$ and $D=\Gamma a^2$. Therefore $\langle r^2\rangle=4D/k=4\lambda^2$ for any ratio of $\lambda$ to $a$ in this lattice model. The length of the zigzag path is a different quantity, $a\langle N\rangle=4\lambda^2/a$, which is much longer than $\lambda$ when $\lambda\gg a$.

\subsection{Displacement along one axis}

Group the sites into columns $x=ma$. Let $\tau_m$ be the mean total time spent in column $m$. Hops along $y$ do not change the column. The mean number of departures from column $m$, by hop or exchange, equals the mean number of arrivals, including the initial one:
\begin{equation}
(k+2\Gamma)\tau_m=\delta_{m0}+\Gamma(\tau_{m-1}+\tau_{m+1}).
\end{equation}
The probability of exchange in column $m$ is $p_m=k\tau_m$. For $m\ne0$ try $p_m=Bq^{|m|}$ with $q=e^{-u}$ and $u>0$. The balance requires $k+2\Gamma=\Gamma(q+q^{-1})=2\Gamma\cosh u$, or
\begin{equation}
\cosh u=1+\frac{k}{2\Gamma}=1+\frac{a^2}{2\lambda^2}.
\end{equation}
Because $\cosh u-1=2\sinh^2(u/2)$, this is the same as $\sinh(u/2)=a/2\lambda$. The total probability is $B[1+2q/(1-q)]=B(1+q)/(1-q)=1$, which fixes $B=(1-q)/(1+q)$. The equation at $m=0$ then holds as well, since the sum of the balance over all columns gives $\sum_m p_m=1$.

With $\sum_{m\ge1}mq^m=q/(1-q)^2$, the mean displacement is
\begin{equation}
\langle|x|\rangle=2aB\frac{q}{(1-q)^2}=\frac{2aq}{1-q^2}=\frac{a}{\sinh u}.
\end{equation}
Finally $\sinh u=2\sinh(u/2)\cosh(u/2)=(a/\lambda)\sqrt{1+a^2/4\lambda^2}$, so
\begin{equation}
\langle|x|\rangle=\frac{\lambda}{\sqrt{1+a^2/4\lambda^2}}
\simeq\lambda\left(1-\frac{a^2}{8\lambda^2}\right).
\label{latticex}
\end{equation}
For $\lambda\gg a$ this is the first result again.

The decay length is $\xi=a/u$. From $u=2\,\mathrm{arsinh}(a/2\lambda)$ and $\mathrm{arsinh}\,w\simeq w-w^3/6$,
\begin{equation}
u\simeq\frac a\lambda-\frac{a^3}{24\lambda^3},\qquad
\xi\simeq\lambda\left(1+\frac{a^2}{24\lambda^2}\right).
\end{equation}
Both lengths approach $\lambda$, from opposite sides.

In the opposite limit, $k\gg\Gamma$, Eq.~(\ref{latticex}) gives $\langle|x|\rangle\simeq2\lambda^2/a=a(2\Gamma/k)$. This is one spacing times the small probability of a single hop along $x$. The adatom then mostly exchanges where it landed, and $\lambda$ no longer measures its mean displacement.

\section{What each derivation assumes}

The first derivation needs many hops before exchange, so that the motion is diffusive on the scale $\lambda$. It does not need to know the lattice or the kind of hop; these enter through $D$. The second needs nearest-neighbour hops on a square lattice without memory, but no large $\lambda/a$, and it supplies the corrections that the first leaves out.

Both use a constant $k$. To see what this does, suppose that every adatom instead exchanged at the fixed time $1/k$. The mean-square distance would still be $4D/k$. The displacement along $x$ would be Gaussian with variance $2D/k=2\lambda^2$, whose mean absolute value is $\sqrt{2/\pi}\,\sqrt2\,\lambda=2\lambda/\sqrt\pi\simeq1.13\lambda$. The equality $\langle|x|\rangle=\lambda$ thus depends on the form of the lifetime distribution, here exponential, whereas $\langle r^2\rangle=4\lambda^2$ needs only the mean lifetime, provided that the exchange time is independent of the path.

Isotropy is easily relaxed. With $D_x\ne D_y$, integration over $y$ gives Eq.~(\ref{oneaxis}) with $\lambda^2$ replaced by $D_x/k$. Each principal axis has its own length, $\lambda_i=\sqrt{D_i/k}$.

\section{Activated rates and a worked example}

Let hopping and exchange have barriers $E_d$ and $E_x$ and the same temperature-independent prefactor $\nu$: $\Gamma=\nu e^{-E_d/k_BT}$ and $k=\nu e^{-E_x/k_BT}$. Then
\begin{equation}
\lambda=a\sqrt{\frac{\Gamma}{k}}=a\exp\!\left(\frac{E_x-E_d}{2k_BT}\right),\qquad
\frac{d\ln\lambda}{dT}=-\frac{E_x-E_d}{2k_BT^2}.
\label{arr}
\end{equation}
If $E_x>E_d$, heating shortens $\lambda$: hops become faster, but the lifetime falls by a larger factor. This concerns one excursion on top; if exchanged atoms can return, the total distance can show the opposite trend, as discussed below.

The example takes rough values for surfactant-mediated molecular-beam epitaxy of a semiconductor: $a=0.4$ nm, $\nu=10^{13}$ s$^{-1}$, $E_d=0.5$ eV, $E_x=0.8$ eV and $T=600$ K, where $k_BT=0.0517$ eV. The rates are $\Gamma=6.31\times10^8$ s$^{-1}$ and $k=1.91\times10^6$ s$^{-1}$. Thus $D=\Gamma a^2=1.0\times10^{-6}$ cm$^2$/s, the mean lifetime on top is 0.52 microseconds, and
\begin{equation}
\lambda=0.4\ \mathrm{nm}\times
\exp\!\left(\frac{0.3}{2\times0.0517}\right)
=0.4\ \mathrm{nm}\times18.2=7.3\ \mathrm{nm},
\end{equation}
or 73 angstrom. The mean distance in the plane is 11.4 nm and the root-mean-square distance 14.6 nm. The adatom makes about 1320 hops, a path of 530 nm.

As a test, 200\,000 random walks were generated from these hop and exchange rates. They gave $\langle|x|\rangle=7.29$ nm, a mean distance of 11.45 nm and a fraction 0.601 beyond $\lambda$, in agreement with the formulas. With the barriers and prefactors held fixed, $\lambda$ is 13.0 nm at 500 K and 4.8 nm at 700 K.

\section{Where the result fails}

\subsection{Steps}

Consider a terrace between parallel steps at $x=\pm L/2$ that absorb every adatom reaching them. With a uniform flux $F$ per area, the steady density obeys $Dc''-kc+F=0$ and $c(\pm L/2)=0$. The solution is the constant $F/k$ plus the even solution of the homogeneous equation, scaled to vanish at the steps:
\begin{equation}
c=\frac Fk\left[1-\frac{\cosh(x/\lambda)}{\cosh(L/2\lambda)}\right].
\end{equation}
The number exchanging per unit time and step length is $k\int c\,dx=F[L-2\lambda\tanh(L/2\lambda)]$. Of the $FL$ deposited, the steps therefore capture the fraction
\begin{equation}
f_s=\frac{2\lambda}{L}\tanh\frac{L}{2\lambda}.
\end{equation}
On a wide terrace each step drains the equivalent of a strip of width $\lambda$ on either side. For $L\ll\lambda$, $f_s\to1$, and the terrace width sets the travel distance instead of $\lambda$. For $L=100$ nm and $\lambda=7.28$ nm the fraction is 0.146 for a single excursion; atoms that return to the top get further chances to reach a step, and the fraction is then larger. A finite-difference solution of the terrace equation gives the same value.

\subsection{Returns to the top}

Let an exchanged atom return to the top at rate $k_r$. The probability $s(t)$ of being on top obeys
\begin{equation}
\frac{ds}{dt}=-ks+k_r(1-s),\qquad s(0)=1 .
\end{equation}
Its stationary value is $s_\infty=k_r/(k+k_r)$, and the difference from it decays at rate $k+k_r$, so $s=s_\infty+(1-s_\infty)e^{-(k+k_r)t}$. The mean time spent on top up to $t$ is
\begin{equation}
\int_0^ts\,dt'=s_\infty t+(1-s_\infty)\frac{1-e^{-(k+k_r)t}}{k+k_r}
\simeq\frac{1+k_rt}{k},
\end{equation}
where the last form holds for $k_r\ll k$ and $t\gg1/k$. The atom moves sideways on top only, so $d\langle r^2\rangle/dt=4Ds$ and
\begin{equation}
\langle r^2\rangle\simeq4\lambda^2(1+k_rt).
\end{equation}
The length $\lambda$ describes one excursion. It describes the whole transport if $k_rt\ll1$ for the time $t$ during which the atom can still return.

For a return barrier of 1.6 eV, $k_r=0.364$ s$^{-1}$. At 0.1 monolayer per second one monolayer takes 10 s, which allows $k_rt=3.64$ returns. The root-mean-square distance grows from 14.6 nm to $14.6\sqrt{4.64}\simeq31$ nm. This estimate supposes that the atom stays isolated for the full 10 s, which is unlikely: if each of its four neighbour sites is filled at random at a rate of 0.1 per second, all four are still empty after 10 s with probability $e^{-4}\simeq0.02$. Neighbours that bind the atom and raise the return barrier reduce the distance, and 31 nm is then an upper estimate. Returns can also reverse the temperature trend. When $k_rt\gg1$, $\langle r^2\rangle\simeq4\lambda^2k_rt$, and $\lambda^2k_r$ has the barrier $E_d+1.6\ \mathrm{eV}-E_x=1.3$ eV, so it grows on heating. For an isolated atom and 10 s the same estimate gives 26 nm at 500 K, 31 nm at 600 K and about 170 nm at 700 K, although $\lambda$ falls over this range.

\subsection{Comparison with real growth}

The example has the barriers, temperature and growth rate of a rough typical case, not of a particular material; its 100 nm terrace belongs to a surface cut close to a crystal plane. Reconstructed semiconductor surfaces can break the assumption of isotropy. If the hop barrier is 0.1 eV higher along one axis, with all else fixed, $\lambda$ along that axis falls to 2.8 nm. Exchange near island edges can also differ from exchange on the flat terrace, which breaks the assumption of uniform $k$; its effect is not estimated here. It need not be small: in its 1320 hops an adatom visits several hundred different sites, so it passes over an exchanged atom once these cover a few thousandths of a monolayer, which at 0.1 monolayer per second takes a few hundredths of a second. Beyond that time the result holds only if exchanged atoms and islands leave $D$ and $k$ unchanged.

The inputs matter as much. An error of 0.05 eV in $E_x-E_d$ changes $\lambda$ by a factor of 1.6 in either direction. If the hop prefactor is ten times the exchange prefactor, Eq.~(\ref{arr}) acquires a factor $\sqrt{10}\simeq3.2$. Acting in the same direction, these two changes alter $\lambda$ by a factor of about 5, so 7.3 nm is only a rough estimate for such a system.

Four other effects are small here: encounters between adatoms on top, desorption, the lattice correction and tunnelling. Without returns, the coverage of adatoms on top is about the growth rate divided by $k$, $5\times10^{-8}$ monolayer. Two moving adatoms make about $2\langle N\rangle$ relative hops per excursion. Multiplied by the coverage, this gives roughly $10^{-4}$ encounters, with repeated meetings of the same pair counted each time. This counts adatoms on top only; atoms that have already exchanged are met far more often, as noted above. With a desorption barrier of 2.5 eV and the same prefactor, the desorption rate is $5\times10^{-15}$ times the exchange rate. The lattice shifts the decay length by 0.013 percent. For tunnelling through a parabolic barrier, the leading Wigner correction $(h\nu/k_BT)^2/24$, with the barrier frequency set equal to $\nu$, raises a rate by 2.7 percent. It cancels in $\lambda$ if it is the same for both rates. The numerical output lists these values.

\section*{Numbers as computed}
\begin{verbatim}
INPUTS (rough typical values)
site spacing a = 0.4 nm
attempt frequency = 1e+13 1/s
hop barrier = 0.5 eV
exchange barrier = 0.8 eV
return barrier = 1.6 eV
desorption barrier = 2.5 eV
temperature = 600 K
growth rate = 0.1 monolayer/s
terrace width = 100 nm
RATES AND LENGTHS
thermal energy = 0.05170 eV
hop rate per direction = 6.312e+08 1/s
D = 1.010e-06 cm2/s
exchange rate k = 1.907e+06 1/s
mean lifetime on top = 0.524 microseconds
lam = sqrt(D/k) = 7.28 nm
lam converted = 72.8 angstrom
mean distance pi*lam/2 = 11.43 nm
rms distance 2*lam = 14.56 nm
fraction ending beyond lam = 0.602
mean number of hops = 1324
mean path length = 530 nm
lam at 500 K = 13.00 nm
lam at 700 K = 4.81 nm
RANDOM WALKS AT THE EXAMPLE TEMPERATURE (200000 walkers)
simulated mean |x| = 7.29 nm
simulated mean distance = 11.45 nm
simulated rms distance = 14.58 nm
simulated fraction beyond lam = 0.601
NEGLECTED EFFECTS
return rate = 0.364 1/s
time to grow one monolayer = 10 s
returns of an isolated atom in that time = 3.64
rms distance with returns = 31.3 nm
fraction captured by absorbing steps = 0.146
same fraction, finite differences = 0.146
hop barrier raised along slow axis by = 0.10 eV
lam along slow axis = 2.77 nm
error assumed in barrier difference = 0.05 eV
resulting factor in lam = 1.62
prefactor ratio hop/exchange assumed = 10
resulting factor in lam = 3.16
adatom coverage on top = 5.2e-08 monolayer
encounters per excursion, rough bound = 1.4e-04
desorption rate / exchange rate = 5.3e-15
lattice shift of decay length = 0.0126 percent
tunnelling correction to one rate = 2.7 percent
\end{verbatim}
